# Lennard-Jones diffusion collision integral with orbiting trajectories and the hard-sphere limit

Suppose a heavy precursor vapour diffuses through a light carrier gas, and the molecules are treated as hard spheres of diameter \(\sigma\). For the model gas worked out below, the diffusion coefficient is then 9.0 cm²/s. With a Lennard-Jones potential of the same \(\sigma\) it is 7.7 cm²/s, so the hard-sphere value is 17 % too high. The missing factor is the collision integral.

Its calculation has a difficulty of its own. At low energy a molecule can circle its partner before leaving, and the deflection angle diverges at one impact parameter. A sum over 60 equal steps in impact parameter, up to \(6\sigma\), overestimates the cross-section by 2.0 % at a collision energy of \(0.4\epsilon\), where orbiting occurs. At \(2\epsilon\), where it does not, the same sum is 0.3 % too high. The sign is accidental, because it depends on where the steps fall: for step numbers between 50 and 70 the error reaches about 5 % at the lower energy and 0.6 % at the higher. A change of variable removes the difficulty.

## What has to be computed

The pair potential is \(4\epsilon[(\sigma/r)^{12}-(\sigma/r)^6]\). From here on, lengths are in \(\sigma\) and energies in \(\epsilon\), so that

\[
\phi=4(x^2-x),\qquad x=r^{-6}.
\]

The collision energy is \(E=\mu g^2/2\) in units of \(\epsilon\), with reduced mass \(\mu\) and relative speed \(g\). Collisions are classical, elastic and binary.

A deflection by \(\chi\) removes the momentum \(\mu g(1-\cos\chi)\) along the initial relative velocity; the sideways part averages to zero over azimuth. The cross-section for momentum transfer is therefore \(Q=\pi\sigma^2Q^*\), with

\[
Q^*(E)=\int_0^\infty(1-\cos\chi)\,d(b^2),
\]

where \(b\) is the impact parameter. For a hard sphere \(\chi=\pi-2\arcsin b\) when \(b<1\), so \(1-\cos\chi=2(1-b^2)\) and \(Q^*=\int_0^1 2(1-v)\,dv=1\).

To find the thermal average, let two gases with number densities \(n_1,n_2\) have Maxwellian velocities and a small relative drift \(\mathbf w\). The relative velocities are distributed as \(f_0(\mathbf g)(1+\mu\,\mathbf g\cdot\mathbf w/kT)\) to first order. The friction force per volume on gas 1 is \(-n_1n_2\mu\langle g\,\mathbf g\,Q\rangle\). The isotropic part of the distribution gives nothing, and averaging over directions replaces \(g_z^2\) by \(g^2/3\). The force is thus \(-n_1n_2\xi\mathbf w\), with

\[
\xi=\frac{\mu^2}{3kT}\langle g^3Q\rangle_0 .
\]

The Maxwellian average contains \(g^2\,dg\), so the total weight is \(g^5dg\propto E^2dE\). With \(T^*=kT/\epsilon\) and \(\int_0^\infty E^2e^{-E/T^*}dE=2T^{*3}\), we get \(\langle g^3Q\rangle_0=\pi\sigma^2\Omega^*\langle g^3\rangle_0\), where

\[
\Omega^*=\frac1{2T^{*3}}\int_0^\infty E^2e^{-E/T^*}Q^*(E)\,dE .
\]

Hard spheres give \(\Omega^*=1\). Since \(\langle g^3\rangle_0=(4/\sqrt\pi)(2kT/\mu)^{3/2}\),

\[
\xi=\frac{8\sqrt2}{3\sqrt\pi}\sqrt{\mu kT}\;\pi\sigma^2\Omega^* .
\]

At uniform temperature and total pressure, with inertia neglected, friction balances the partial-pressure gradient: \(kT\nabla n_1=-n_1n_2\xi\mathbf w\). The flux relative to the mean molecular velocity is \(n_1n_2\mathbf w/N=-(kT/N\xi)\nabla n_1\), where \(N=n_1+n_2\). Hence

\[
D=\frac{kT}{N\xi}=\frac{3}{16}\frac{\sqrt{2\pi kT/\mu}}{N\pi\sigma^2\Omega^*}.
\]

This is the first approximation: it assumes that each drifting gas keeps its Maxwellian shape.

## The deflection angle

Angular momentum gives \(r^2\dot\theta=gb\). Energy conservation gives \(\dot r^2=g^2F\), where \(F=1-b^2/r^2-\phi/E\). Therefore \(d\theta/dr=\pm b/(r^2\sqrt F)\). The incoming and outgoing halves are equal, and an undeflected path sweeps the angle \(\pi\). With \(y=1/r\),

\[
\chi=\pi-2b\int_0^{y_m}\frac{dy}{\sqrt{F(y)}},\qquad
F=1-b^2y^2-\frac4E(y^{12}-y^6).
\]

Here \(y_m=1/r_m\) belongs to the closest approach, where \(F=0\). Positive \(\chi\) means net repulsion, negative \(\chi\) net attraction.

Finding \(r_m\) for each \(b\) requires a root search. The reverse is explicit:

\[
b^2=r_m^2\left(1-\frac{\phi(r_m)}E\right),\qquad
\frac{d(b^2)}{dr_m}=2r_m\left[1-\frac{W(r_m)}E\right],
\]

\[
W=\phi+\tfrac12r\phi'=4(x^2-x)+4(-6x^2+3x)=8x-20x^2 .
\]

So \(r_m\) serves as the integration variable.

## One orbit by hand

Take \(E=0.5\). An orbit needs both \(F=0\) and \(dF/dr=0\). The two conditions together make \(d(b^2)/dr_m\) vanish, so \(W=E\):

\[
20x^2-8x+E=0,\qquad x=\frac{2\pm\sqrt{4-5E}}{10}.
\]

The smaller \(x\) is the larger radius, the top of the centrifugal barrier. Multiplying its numerator and denominator by \(2+\sqrt{4-5E}\) avoids a subtraction of nearly equal numbers at small \(E\):

\[
x_o=\frac{E}{2(2+\sqrt{4-5E})}=\frac{0.5}{2(2+1.22474)}=0.07753 .
\]

Thus \(r_o=x_o^{-1/6}=1.5314\). For the impact parameter, insert \(E=8x_o-20x_o^2\):

\[
1-\frac{\phi}{E}=\frac{E-4x_o^2+4x_o}{E}
=\frac{12x_o(1-2x_o)}{4x_o(2-5x_o)},
\]

\[
b_o^2=\frac{3r_o^2(1-2x_o)}{2-5x_o}=3.687,\qquad b_o=1.9202 .
\]

As \(r_m\) grows from the head-on value \(r_0=0.982\), \(b^2\) rises from zero, passes a maximum, falls to \(b_o^2\) at \(r_o\), and rises again. It first reaches \(b_o^2\) at \(r_i=1.1103\). Incoming particles with \(b<b_o\) pass the barrier and turn inside \(r_i\); those with \(b>b_o\) turn outside \(r_o\). No incoming particle has its closest approach between \(r_i\) and \(r_o\), because with the \(b\) belonging to such a radius it would already have been stopped farther out. This interval must be left out of the integral.

Next we need the rate at which \(\chi\) diverges. At \(b=b_o\) the function \(F\) has a double zero, \(F\simeq a s^2\), with \(s=y-y_o\) and \(a=F''(y_o)/2\). Differentiation gives

\[
a y_o^2=-b_o^2y_o^2-\frac4E(66x_o^2-15x_o).
\]

With \(b_o^2y_o^2=12x_o(1-2x_o)/E\) this becomes

\[
a y_o^2=\frac{-12x_o+24x_o^2-264x_o^2+60x_o}{E}
=\frac{48x_o(1-5x_o)}E .
\]

Just inside, put \(b^2=b_o^2-\eta\). Then \(F\simeq as^2+\eta y_o^2\), and the path crosses both sides of the minimum. Each side contributes \(a^{-1/2}\operatorname{arsinh}(\cdots)\), which grows as \(\tfrac12a^{-1/2}\ln(1/\eta)\). Therefore

\[
\chi\simeq\text{const}-K\ln\frac1\eta,\qquad
K=\frac{2b_o}{\sqrt a}=\sqrt{\frac{1-2x_o}{1-5x_o}} .
\]

Just outside, \(b^2=b_o^2+\eta\) and \(F\simeq as^2-\eta y_o^2\). The path turns before the barrier top, so there is one side instead of two, and \(\chi\simeq\text{const}-\tfrac12K\ln(1/\eta)\).

Now approach either limiting radius exponentially, with its distance from \(r_m\) proportional to \(e^{-u}\). Inside, \(b^2\) changes linearly with this distance, so \(\eta\propto e^{-u}\). Outside, \(b^2\) has a minimum at \(r_o\), so \(\eta\propto e^{-2u}\). The factor two cancels, and on both sides \(\chi\) falls by \(K\) per unit \(u\). For \(E=0.5\), \(K=\sqrt{0.84495/0.61237}=1.1747\). The slopes computed from the full deflection integral agree with the formula to within \(3\times10^{-5}\).

The effect on the cross-section can be seen in an integral done by hand. If \(\chi=-Ku\) and the measure is \(e^{-u}du\), then

\[
\int_0^\infty[1-\cos(Ku)]e^{-u}du=1-\frac1{1+K^2}=0.580 .
\]

There are infinitely many oscillations, but they have a fixed period in \(u\) and a decaying weight. Stopping at \(u=U\) omits at most \(2e^{-U}\). In the real integral the omitted part is at most twice the omitted interval of \(b^2\), because \(1-\cos\chi\le2\).

Integrating Newton's equations tests the angles directly. At \(b=1.91944\), just inside the orbit, both methods give \(\chi=-8.37577\) rad, more than one full turn. At \(b=1.92108\), just outside, both give \(-3.20911\) rad.

## The method in general

For each energy:

1. Find the head-on limit from \(4x^2-4x=E\), that is \(x=(1+\sqrt{1+E})/2\).
2. If \(E<4/5\), find \(x_o\) and \(b_o\) as above, and obtain \(r_i\) by one root search.
3. If \(E\ge4/5\), set \(r_i=r_o=5^{1/6}\). The maximum of \(W\) is \(4/5\), at \(x=1/5\), so there is no gap. Just above this energy \(\chi\) is finite but can be deep, and both branches still place many points near the sensitive radius.
4. Integrate the inner branch with \(r_m=r_i-(r_i-r_0)e^{-u}\), \(u\ge0\), and the outer branch with \(r_m=r_o(1+e^{-u})\), where \(u\) runs from negative values (large radii) to positive ones. An upper limit \(u=16\) leaves \(e^{-16}\approx10^{-7}\) of the distance scale.
5. Multiply \(1-\cos\chi=2\sin^2(\chi/2)\) by \(d(b^2)/dr_m\), by \(|dr_m/du|\) and by the integration weight in \(u\), and sum over both branches.

The angle integral needs care at \(y_m\), where \(F\) vanishes. Subtracting \(F(y_m)=0\) and setting \(c=1-y^2/y_m^2\) gives

\[
F=b^2y_m^2c+\frac4E\Big\{y_m^{12}[1-(1-c)^6]-y_m^6[1-(1-c)^3]\Big\}.
\]

Each term vanishes with \(c\). Computing \(c\) from the distance \(y_m-y\), and each bracket as \(-\operatorname{expm1}[k\ln(1-c)]\) with \(k=6\) or 3, avoids the cancellation. Here \(\operatorname{expm1}z=e^z-1\) is evaluated without loss of digits at small \(z\), and the logarithm likewise.

The integration points must crowd towards \(y_m\) and, on the inner branch, towards \(y_o\) from both sides. On an interval of unit length this is done by equal steps in \(\tau\), with distance \(d=1/[1+\exp(\pi\sinh\tau)]\) from one end and weight \(\pi\cosh\tau\,d(1-d)\) times the step.

The energy integral is taken in \(\ln E\), where its integrand is \(E^3e^{-E/T^*}Q^*/(2T^{*3})\). It is split at \(E=4/5\), because \(K\) diverges there and the logarithmic law fails.

At \(E=2\), 3000 equal steps in \(b\) reproduce the cross-section \(Q^*=1.465933\) to all printed digits. At \(E=0.4\) they give 3.34879 against 3.34927, a relative difference of \(1.4\times10^{-4}\). The thermal results are:

| \(T^*\) | \(\Omega^*\) |
|---:|---:|
| 0.5 | 2.0663 |
| 1 | 1.4398 |
| 2 | 1.0754 |
| 5 | 0.8428 |
| 10 | 0.7422 |
| 100 | 0.5168 |

Refining all the grids changes these values by at most \(2.4\times10^{-6}\), relative to the refined values.

## Two limits that must not be confused

The integral falls below one on heating, so a hot Lennard-Jones gas does not become a gas of hard spheres of diameter \(\sigma\). At high energy the repulsive term dominates and \(\phi/E\simeq(4/E)r^{-12}\). Scaling \(r\) and \(b\) by \((4/E)^{1/12}\) removes \(E\) from the deflection problem, so

\[
Q^*\to Q_{12}\left(\frac4E\right)^{1/6},\qquad
\Omega^*\to\frac{\Gamma(17/6)}2\,Q_{12}\left(\frac4{T^*}\right)^{1/6},
\]

with the computed constant \(Q_{12}=1.0462\). The gamma function comes from \(\int E^{11/6}e^{-E/T^*}dE=\Gamma(17/6)T^{*17/6}\). At the scaled radius the neglected attraction, relative to \(E\), is of order \(2E^{-1/2}\). The computed deviation of \(Q^*\) from its limit is smaller than this, but falls at nearly the same rate: it is \(-0.32\) % at \(E=10^4\) and \(-0.033\) % at \(10^6\). At \(T^*=100\) the limiting formula gives 0.5275, still 2 % above the full result.

The hard-sphere limit is reached at fixed temperature by stiffening the potential to \(4(r^{-2n}-r^{-n})\); \(n=6\) is the Lennard-Jones case. Set \(r=1+s/n\). Then \(r^{-n}\to e^{-s}\), so the forces act in a layer of thickness of order \(1/n\). Away from grazing incidence a particle sweeps an angle of order \(1/n\) in this layer and moves straight outside it. The deflection tends to \(\pi-2\arcsin b\), and \(\Omega^*\to1\).

Orbiting does not disappear on the way. In general \(W=4[(1-n)x^2+(n/2-1)x]\), whose maximum is \((n/2-1)^2/(n-1)\), about \(n/4\) for large \(n\). The energy range with orbits widens, while the impact parameters concerned crowd towards \(b=1\) and occupy a vanishing area. At \(T^*=1\) the method gives \(\Omega^*=1.0388\), 1.0088, 1.0022 and 1.0006 for \(n=48\), 192, 768 and 3072. The last two excesses over one differ by a factor 3.9 for a fourfold change of \(n\), close to a \(1/n\) law.

## A precursor in a carrier gas

Take round model parameters: \(\sigma=0.50\) nm, \(\epsilon/k=250\) K, molar masses 250 and 28 g/mol, 400 K and 10 Torr. Then \(T^*=1.60\), \(\mu=4.181\times10^{-26}\) kg, \(N=2.414\times10^{23}\) m\(^{-3}\) and \(\Omega^*=1.168\). With \(kT=5.523\times10^{-21}\) J, the numerator of \(D\) is \((3/16)\times911=170.8\) m/s. The denominator is

\[
2.414\times10^{23}\times7.854\times10^{-19}\times1.168
=2.215\times10^5\ \mathrm{m^{-1}} .
\]

Hence \(D=7.71\times10^{-4}\) m²/s, or 7.7 cm²/s. Energies below \(0.8\epsilon\) supply 3.7 % of \(\Omega^*\). A 2 % error in all their cross-sections would therefore change \(D\) by less than 0.1 %. Orbiting matters more at lower \(T^*\), because the weight \(E^2e^{-E/T^*}\) peaks at \(E=2T^*\).

These parameters illustrate a heavy metal-organic vapour, dilute in nitrogen, in low-pressure deposition; they are not fitted to a particular compound. A shallower well, \(\epsilon/k=200\) K, would give \(T^*=2\) and \(D=8.4\) cm²/s. Real precursors are neither spherical nor without internal motion, and the resulting error is not computed here. The sensitivity to the effective parameters gives a scale: raising \(\sigma\) by 5 % at fixed \(\epsilon\) lowers \(D\) by 9 %, and raising \(\epsilon\) by 20 % at fixed \(\sigma\) lowers it by 7 %. Such uncertainties far exceed the numerical error.

Two other approximations can be sized. The thermal wavelength of the relative motion is \(0.035\sigma\), which supports classical mechanics for this average, though not for the finest oscillations near an orbit. For the first approximation, consider the opposite mass ratio, a light tracer among heavy, nearly immobile molecules. Its speed is conserved and its velocity correlation decays at the rate \(NgQ\), so \(D=\langle g/Q\rangle/(3N)\). At this \(T^*\) that is 0.65 % above the first approximation. This is the unfavourable mass ratio. A dilute heavy species barely departs from a drifting Maxwellian, and the second Chapman–Enskog approximation puts the correction for mass 250 dilute in mass 28 at only about 0.002 %.

The geometry can matter far more. Take \(\pi\sigma^2\Omega^*\) as a nominal collision cross-section. The mean relative speed is \(\sqrt{1+250/28}=3.15\) times the precursor's own mean speed, so collisions are more frequent by this factor, and its mean free path is \(1/(2.215\times10^5\ \mathrm{m^{-1}}\times3.15)\), or 1.4 µm. In a 1 cm channel the Knudsen number is \(1.4\times10^{-4}\), and gas-phase diffusion applies. In a 100 nm feature it is 14, and molecules mostly hit walls. Flights of length \(d=100\) nm at the mean speed \(\bar v\approx184\) m/s give a diffusivity of order \(\bar vd/3\approx6\times10^{-6}\) m²/s, about a hundred times below \(D\). This ratio exceeds the Knudsen number because a heavy molecule keeps most of its velocity in a collision with a light one. The two diffusivities become equal at \(d=3D/\bar v\approx13\) µm, so walls matter well before the width shrinks to the mean free path. In the 100 nm feature the collision integral no longer sets the transport rate. The numerical output below lists the computed values.

## Numbers as computed

```
critical energy for orbiting = 0.8000 epsilon
E=2.0 eps, b=1.32729 sigma (inner): chi=-0.54582 rad, Newton -0.54582 rad
E=0.5 eps, b=1.51730 sigma (inner): chi=-0.28590 rad, Newton -0.28590 rad
E=0.5 eps, b=1.91944 sigma (inner): chi=-8.37577 rad, Newton -8.37577 rad
E=0.5 eps, b=3.07761 sigma (outer): chi=-0.02866 rad, Newton -0.02866 rad
E=0.5 eps, b=1.92108 sigma (outer): chi=-3.20911 rad, Newton -3.20911 rad
E=0.5 eps: r_i=1.11029, r_o=1.53141, b_o=1.92015 sigma
slope K=1.17465 rad per unit u; measured inside 1.17467, outside 1.17465
Q(E=2.0 eps)=1.465933; equal b steps: 3000 -> 1.465933, 60 -> 1.470268
Q(E=0.4 eps)=3.349267; equal b steps: 3000 -> 3.348788, 60 -> 3.416665
T*=0.5: Omega*=2.06627
T*=1.0: Omega*=1.43980
T*=1.6: Omega*=1.16797
T*=2.0: Omega*=1.07540
T*=5.0: Omega*=0.84281
T*=10.0: Omega*=0.74223
T*=100.0: Omega*=0.51677
largest relative change on refining all grids = 2.4e-06
Q12 = 1.04615; relative deviation of Q at E=1e4: -3.23e-03, at 1e6: -3.27e-04
soft-wall limit formula at T*=100: Omega*=0.52753
stiff family n=48, T*=1: Omega*=1.038802, orbiting below E=11.26 eps
stiff family n=192, T*=1: Omega*=1.008787, orbiting below E=47.25 eps
stiff family n=768, T*=1: Omega*=1.002229, orbiting below E=191.25 eps
stiff family n=3072, T*=1: Omega*=1.000565, orbiting below E=767.25 eps
friction: drifting Maxwellians 0.017572, from Omega* 0.017572 (reduced)
inputs: sigma=0.50 nm, eps/k=250 K, T=400 K, p=10 Torr
masses 250 and 28 g/mol, reduced mass 4.1812e-26 kg
number density = 2.4141e+23 m^-3; T* = 1.60
Omega* = 1.16797; share from orbiting energies = 3.69 %
D = 7.7131e-04 m^2/s = 7.713 cm^2/s
D with Omega* set to 1 = 9.009 cm^2/s
sigma +5 %: D changes by -9.3 %
epsilon +20 %: D changes by -7.3 %
thermal wavelength / sigma = 0.0348
light tracer in heavy gas: full D / first approximation = 1.0065
precursor mean free path = 1.433 um
Knudsen number: 1 cm channel 1.43e-04, 100 nm feature 14.3
```
